# Gate screening and charged-impurity mobility of a dilute two-dimensional electron gas

## Problem

A two-dimensional electron gas of negligible thickness lies in the plane $z=0$, in a medium of uniform dielectric constant $\kappa$. The electrons have mass $m$ and degeneracy $g$ (spin times valley), and their density $n$ fixes the Fermi wave number through $n=gk_F^2/4\pi$. Singly charged impurities of areal density $n_i$ sit at random in the same plane. A grounded metal plate, the gate, is then placed at $z=d$.

Take zero temperature, static linear screening by the electrons, independent impurities and no scattering between valleys. Atomic units ($\hbar=e=m_e=1$) are used in the algebra.

1. Show that the gate multiplies the bare Coulomb interaction in the plane by $1-e^{-2qd}$, and find for which impurity positions the same factor holds.
2. In the first Born approximation, find by what factor the gate changes the mobility as $k_F\to0$, and the first correction in $k_F$.
3. Evaluate the result for the round model values $m=0.05$, $\kappa=20$, $g=2$, $d=20$ Å, $n_i=10^{-8}$ Å$^{-2}$ and $n=10^{-6}$ Å$^{-2}$.
4. Decide whether the Born result can be trusted at such densities.

## First estimate by scaling

An electron on the Fermi circle can change its wave vector by at most $2k_F$. In the first Born approximation only these momentum transfers enter, so at low density the rate depends on the impurity potential averaged over large distances, and what matters is the integral of the potential over the plane. Higher orders, treated below, also involve larger momenta.

Without electronic screening this integral diverges, because the area element $2\pi r\,dr$ overcomes the decay $1/\kappa r$. The gate carries an opposite image charge, which cancels the potential at large distance. If we suppose that the cancellation sets in at $r\approx d$, the bare integral is

$$v\approx\int_0^{d}\frac{2\pi r\,dr}{\kappa r}=\frac{2\pi d}{\kappa}.$$

The electrons reduce this to $U=v/(1+Dv)$, where $D=gm/2\pi$ is their density of states. With $q_s=gm/\kappa$ we have $Dv\approx q_sd$. Without the gate $v\to\infty$ and $U\to1/D$. The gate thus lowers $U$ by the factor $Dv/(1+Dv)$. The scattering rate goes as $U^2$, so the mobility should rise by about

$$\left(1+\frac{1}{q_sd}\right)^2 .$$

The length that decides the matter is $1/q_s$: a gate much farther away than this adds little to what the electrons already do. For the model values $q_s=0.00945$ Å$^{-1}$, so $q_sd=0.189$ and the estimate is $(1+5.29)^2\approx40$. The weak point is the guessed cutoff radius.

## Solution within the model

### The bare interaction

Let a unit charge lie at height $z_i<d$. After a Fourier transform in the plane, Poisson's equation reads

$$\phi''(z)-q^2\phi(z)=-\frac{4\pi}{\kappa}\,\delta(z-z_i),\qquad \phi(d)=0 .$$

Without the gate the decaying solution is $(2\pi/\kappa q)e^{-q|z-z_i|}$: its slope jumps by $-4\pi/\kappa$ at $z_i$, as required. To make $\phi$ vanish at $z=d$ we subtract the potential of an image at $2d-z_i$, which obeys the homogeneous equation for $z<d$. In the electron plane this gives

$$\phi(0)=\frac{2\pi}{\kappa q}\left[e^{-q|z_i|}-e^{-q(2d-z_i)}\right].$$

For a charge in the plane, $z_i=0$,

$$v(q)=\frac{2\pi}{\kappa q}\left(1-e^{-2qd}\right).$$

This is also the interaction between two electrons. For an impurity on the side away from the gate, $z_i=-s$, the bracket is $e^{-qs}(1-e^{-2qd})$, so the factor is the same. For an impurity between plane and gate, $z_i=s$, it is $e^{-qs}(1-e^{-2q(d-s)})$: the distance that enters is then the one from impurity to gate.

### The response of the electrons

A weak static potential energy $U(q)$ changes the electron density by $-\Pi(q)U(q)$, where first-order perturbation theory gives

$$\Pi(q)=g\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}} .$$

In the second term substitute $\mathbf k\to-\mathbf k-\mathbf q$. The occupation becomes $f_{\mathbf k}$ and the denominator changes sign, so the two terms are equal when both are taken as principal values. With $E_{\mathbf k+\mathbf q}-E_{\mathbf k}=(q^2+2kq\cos\theta)/2m$,

$$\Pi=\frac{gm}{\pi^2}\int_0^{k_F}\!k\,dk\;\mathrm P\!\!\int_0^{2\pi}\!\frac{d\theta}{q^2+2kq\cos\theta}.$$

For the angular integral write $a=q^2$, $b=2kq$ and $t=\tan(\theta/2)$. It becomes $\mathrm P\int_{-\infty}^{\infty}2\,dt/[(a+b)+(a-b)t^2]$. For $a>b$ this equals $2\pi/\sqrt{a^2-b^2}$. For $a<b$ it is proportional to $\mathrm P\int dt/(t_0^2-t^2)$ with $t_0^2=(b+a)/(b-a)$. The antiderivative $(1/2t_0)\ln|(t_0+t)/(t_0-t)|$ vanishes at both ends, and its singular parts cancel across each pole, so the integral is zero. Only $k<q/2$ contributes:

$$\Pi=\frac{2gm}{\pi q}\int_0^{\min(k_F,\,q/2)}\frac{k\,dk}{\sqrt{q^2-4k^2}} .$$

The antiderivative is $-\tfrac14\sqrt{q^2-4k^2}$. Hence

$$\Pi=D\quad(q\le2k_F),\qquad \Pi=D\left[1-\sqrt{1-4k_F^2/q^2}\right]\quad(q>2k_F).$$

The displaced electrons act back through the same bare interaction, so $U=v-v\Pi U$. Elastic scattering through an angle $\theta$ has $q=2k_F\sin(\theta/2)\le2k_F$, where $\Pi=D=\kappa q_s/2\pi$. Therefore

$$U(q)=\frac{1}{1/v+D}=\frac{2\pi}{\kappa}\,\frac{1}{q_s+q/(1-e^{-2qd})} .$$

This is for a repulsive impurity; an attractive one has the opposite sign, which does not affect the Born rate.

### The mobility

For uncorrelated impurities the squared matrix elements add. In a current-carrying state the shift of the distribution varies as the cosine of the direction, and the balance of scattering out and in gives the weight $1-\cos\theta$:

$$\frac1\tau=2\pi n_i\int\!\frac{d^2k'}{(2\pi)^2}\,|U|^2(1-\cos\theta)\,\delta(E-E').$$

Since $k'dk'=m\,dE'$,

$$\frac1\tau=\frac{n_im}{2\pi}\int_0^{2\pi}\!d\theta\,(1-\cos\theta)\,|U(q)|^2,\qquad \mu=\frac{\tau}{m}.$$

For small $q$ put $y=2qd$ and use $y/(1-e^{-y})=1+y/2+y^2/12+\dots$ Then

$$\frac{q}{1-e^{-2qd}}=\frac1{2d}+\frac q2+\frac{q^2d}{6}+\dots$$

The gate does two things to the denominator of $U$. It adds $1/2d$ to the screening wave number, and it halves the term linear in $q$. Let $Q=q_s+1/2d$. As $k_F\to0$ the potential is the constant $2\pi/\kappa Q$, the angular integral of $1-\cos\theta$ is $2\pi$, and

$$\mu\to\frac{\kappa^2Q^2}{4\pi^2n_im^2}.$$

Without the gate $Q$ is replaced by $q_s=gm/\kappa$, and both $m$ and $\kappa$ cancel: $\mu\to g^2/4\pi^2n_i$. The ratio of the two limits is the gain asked for,

$$R_0=\left(\frac{Q}{q_s}\right)^2=\left(1+\frac1{2q_sd}\right)^2 .$$

For the first correction, expand $U^2$. With the gate it is proportional to $(Q+q/2)^{-2}\approx Q^{-2}(1-q/Q)$, and without it to $(q_s+q)^{-2}\approx q_s^{-2}(1-2q/q_s)$. The weighted mean of $q$ follows from $1-\cos\theta=2\sin^2(\theta/2)$ and $u=\theta/2$:

$$\langle q\rangle=\frac1{2\pi}\int_0^{2\pi}\!4k_F\sin^3\frac\theta2\,d\theta=\frac{4k_F}{\pi}\int_0^\pi\!\sin^3u\,du=\frac{16k_F}{3\pi}.$$

To first order in $k_F$ the mobilities are thus their limits times

$$1+\frac{32k_F}{3\pi q_s}\ \text{(no gate)},\qquad 1+\frac{16k_F}{3\pi Q}\ \text{(gate)}.$$

Relative to its own limit, the ungated mobility rises faster, since $Q>q_s$ and its coefficient is twice as large. The gain therefore falls as density is added.

### Bounds at any density

The ratio of ungated to gated potential is

$$r(q)=\frac{q_s+q/(1-e^{-2qd})}{q_s+q}=1+\frac{q}{(e^{2qd}-1)(q_s+q)} .$$

The function $y/(e^y-1)$ decreases for $y>0$: its derivative has the sign of $e^y-1-ye^y$, which is zero at $y=0$ and has slope $-ye^y<0$. So $r(q)$ decreases too. The gain $R$ is an average of $r^2$ over the Fermi circle, with the positive weight $(1-\cos\theta)$ times the squared gated potential. Hence

$$r(2k_F)^2\le R\le r(0)^2=R_0 .$$

In this approximation the gate never lowers the mobility. Its effect disappears when $2k_Fd\gg1$, except for small-angle scattering, which carries little weight.

### Impurities outside the plane

Away from the gate, both potentials acquire the factor $e^{-qs}$, which tends to 1, and the limiting gain stays $R_0$. Between plane and gate, the bare gated potential tends to $4\pi(d-s)/\kappa$ instead of $4\pi d/\kappa$, while the electronic screening is unchanged. The limiting gain becomes

$$\frac{R_0}{(1-s/d)^2}.$$

It grows without bound as the impurity approaches the metal, where its own image neutralizes it.

### Numbers

The effective Bohr radius $a=\kappa/m$ is 211.7 Å, so $q_s=g/a=0.00945$ Å$^{-1}$. The gate adds $1/(2d)=0.02500$ Å$^{-1}$, giving $Q=0.03445$ Å$^{-1}$ and

$$R_0=\left(\frac{0.03445}{0.00945}\right)^2\approx13.3 .$$

For impurities halfway to the gate it is four times larger, 53.2.

We quote mobility as the area $\hbar\mu/e$. Without the gate its limit is $4/(4\pi^2\times10^{-8})=1.013\times10^7$ Å$^2$, and with the gate $1.347\times10^8$ Å$^2$. Numerical quadrature of the rate at finite density gives:

| $n$ (Å$^{-2}$) | no gate (Å$^2$) | gate (Å$^2$) | $R$ |
|---|---|---|---|
| $10^{-7}$ | $1.32\times10^7$ | $1.40\times10^8$ | 10.6 |
| $10^{-6}$ | $2.10\times10^7$ | $1.52\times10^8$ | 7.24 |
| $10^{-5}$ | $5.61\times10^7$ | $1.97\times10^8$ | 3.52 |
| $10^{-4}$ | $2.65\times10^8$ | $4.15\times10^8$ | 1.57 |

At $n=10^{-6}$ Å$^{-2}$ the Born mobilities are $3.2\times10^6$ and $2.3\times10^7$ cm$^2$/(V s). Here $k_F=\sqrt{2\pi n}=0.00251$ Å$^{-1}$ and $2k_F/q_s=0.53$, which is not yet small. The ungated mobility is already twice its limit, whereas the gated one has risen by 13 percent; this is why the gain has dropped from 13.3 to 7.24. It respects the lower bound $r(2k_F)^2=6.56$. At $10^{-7}$ Å$^{-2}$ the first-order formulas give $1.30\times10^7$ and $1.40\times10^8$ Å$^2$, close to the quadrature.

### Scattering beyond the Born approximation

The Born approximation needs small phase shifts. To first order the isotropic wave has $\delta_0\approx-mU/2$. For $k_F\to0$ without the gate, $U=1/D$ gives $\delta_0\approx-\pi/g=-1.57$, which is not small. With the gate it is $-1.57\times q_s/Q=-0.43$, which looks better, but virtual states spoil it. An electron can pass through states of wave number $p\gg k_F$, where $\Pi$ is small and the potential is nearly the bare one. This is close to $v_0=4\pi d/\kappa$ for $p\ll1/d$ and falls off around $p\approx1/d$. With a sharp cutoff there, the second-order term is roughly

$$-\frac m\pi\int_{k_F}^{1/d}\frac{dp}{p}\,v_0^2=-\frac m\pi v_0^2\ln\frac1{k_Fd}.$$

Relative to the first-order $U=v_0/(1+2q_sd)$, its size is $(4d/a)(1+2q_sd)\ln(1/k_Fd)\approx0.38\times1.38\times3.0\approx1.6$ at the main density. The sharp cutoff makes this too large, because the bare potential has already fallen to $0.43v_0$ at $p=1/d$. Iterating the integral equation below once for $l=0$ gives a second-order term 0.87 times the first-order one with the gate, and 1.86 times without it. The first Born approximation is therefore unreliable there in both cases.

We therefore solve the scattering from one impurity fully, keeping the linearly screened potential with $\Pi(q)$ at all $q$. Let $U_l(p,p')$ be the angular average of $U(|\mathbf p-\mathbf p'|)\cos l\theta$. The standing-wave amplitude obeys

$$K_l(p)=U_l(p,k_F)+\mathrm P\!\!\int_0^\infty\!\frac{p'dp'}{2\pi}\,\frac{2m\,U_l(p,p')K_l(p')}{k_F^2-p'^2},$$

and $\tan\delta_l=-\tfrac m2K_l(k_F)$. Restoring the outgoing-wave part of the propagator, $-im/2$ on the energy shell, gives the amplitude $T_l=K_l/(1+imK_l/2)=-(2/m)e^{i\delta_l}\sin\delta_l$. Put $T(\theta)=\sum_lT_le^{il\theta}$ in place of $U$ in the rate. The weight 1 gives $\sum_l|T_l|^2$, and $\cos\theta$ couples neighbouring $l$:

$$\frac1\tau=\frac{4n_i}{m}\sum_{l=-\infty}^{\infty}\left[\sin^2\delta_l-\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\right].$$

Share each $\sin^2\delta_l$ equally between its two neighbouring pairs and use $\sin^2(\alpha-\beta)=\sin^2\alpha+\sin^2\beta-2\sin\alpha\sin\beta\cos(\alpha-\beta)$. Each pair gives $\tfrac12\sin^2(\delta_l-\delta_{l+1})$. Because $\delta_{-l}=\delta_l$, every pair occurs twice, and

$$\frac1\tau=\frac{4n_i}{m}\sum_{l\ge0}\sin^2(\delta_l-\delta_{l+1}).$$

The integral equation was solved on a Gauss–Legendre grid of momenta, with $l$ up to 16. The rates, relative to their Born values, and the resulting gains are:

| $n$ (Å$^{-2}$), impurity | no gate | gate | gain |
|---|---|---|---|
| $10^{-6}$, repulsive | 0.057 | 0.252 | 1.63 |
| $10^{-6}$, attractive | 0.709 | 5.08 | 1.01 |
| $10^{-5}$, repulsive | 0.383 | 0.449 | 3.01 |
| $10^{-5}$, attractive | 1.55 | 2.33 | 2.34 |
| $10^{-4}$, repulsive | 0.769 | 0.722 | 1.67 |
| $10^{-4}$, attractive | 1.15 | 1.30 | 1.39 |

## Comparison

**The scaling estimate and the Born limit.** Both have the form $(1+c/q_sd)^2$. The estimate took $c=1$; the solution has $c=1/2$. The difference is the cutoff radius: $v(q\to0)=4\pi d/\kappa$ is what the disk integral gives for a radius $2d$, the distance from the impurity to its image. The error matters most for a close gate, where the gain tends to $(c/q_sd)^2$ and the estimate is too large by up to a factor of four. For a distant gate the excess over 1 is too large by a factor of two.

| $d$ (Å) | estimate | $R_0$ | $R$ at $10^{-6}$ Å$^{-2}$ |
|---|---|---|---|
| 20 | 40 | 13.3 | 7.24 |
| 50 | 9.7 | 4.24 | 2.55 |
| 200 | 2.3 | 1.60 | 1.16 |
| 1000 | 1.2 | 1.11 | 1.001 |

The last column shows a second condition that the estimate left out. At $d=1000$ Å, $2k_Fd=5$: most momentum transfers are too large to sense the gate, and even the modest limiting gain is not reached.

**The Born result and full scattering.** At $10^{-4}$ Å$^{-2}$ the Born gain of 1.57 lies between the full values for the two impurity signs. At $10^{-5}$ Å$^{-2}$ it is too high for both, though of the right size. At $10^{-6}$ Å$^{-2}$ it fails: 7.24 becomes 1.63 for repulsive impurities, and for attractive ones the gate hardly changes the mobility. In the Born approximation the gain grows steadily toward low density in the table; with full scattering the largest of the three tabulated gains is at $10^{-5}$ Å$^{-2}$, for either sign.

The second-order term indicates the direction of the gated results. It is negative for both signs of impurity, so it opposes a repulsive first-order amplitude and reinforces an attractive one, in line with the factors 0.252 and 5.08. Being nearly as large as the first-order term, it cannot by itself give their size. The ungated factor 0.709 for attraction does not follow this pattern, because a phase shift cannot raise the rate indefinitely. The $l=0$ term of the partial-wave sum can give at most $4n_i/m$, and the ungated Born rate is already 1.19 times that. With $\delta_0=2.09$ and $\delta_1=0.11$, the difference $\delta_0-\delta_1$ is about 2.0 and has passed $\pi/2$, where this term is largest; it gives $0.84\times4n_i/m$, nearly the whole rate.

$R_0$ is thus the low-density limit of the Born formula, and for these parameters it should not be read as a prediction for a dilute sample. The partial-wave gains are themselves conditional. They assume that the electrons respond linearly to the impurity. The Friedel sum $(g/\pi)\sum_l\delta_l$, taken over all $l$, counts the electrons that the impurity displaces, and without the gate its size should be 1. At $10^{-6}$ Å$^{-2}$ the phase shifts give about 0.45 for repulsion and 1.6 for attraction, so the gains at this density show that the Born result fails but do not supply a reliable replacement. At $10^{-5}$ Å$^{-2}$ the sums are 0.83 and 1.21, so the gains there are rough; at $10^{-4}$ Å$^{-2}$ they are 0.97 and 1.03. These values include the slowly converging tail beyond $l=16$, taken in the Born approximation; at $10^{-4}$ Å$^{-2}$ it adds about 0.1. With the gate, the linearly screened potential assumes a displaced charge $2q_sd/(1+2q_sd)=0.27$, while the phase shifts give, for repulsion and attraction, 0.15 and 0.75 at $10^{-6}$ Å$^{-2}$, 0.20 and 0.41 at $10^{-5}$ Å$^{-2}$, and 0.25 and 0.30 at $10^{-4}$ Å$^{-2}$. Even at the highest density the gated potential is thus consistent only to about 10 percent.

The calculation also leaves out exchange and correlation, interference between impurities, tunnelling into the gate and the thickness of the layer, which must be small compared with $d$. The main example does not meet this last condition in a real quantum well: for $m=0.05$ and barriers of 1 eV, even the best choice of well width leaves the electron spread over about 20 Å (twice the rms distance from the centre), which equals $d$. The barrier left between such a well and the metal would also be only about 10 Å thick, and the electrons would tunnel through it. The values for $d=20$ Å therefore only illustrate the model. A gate at 200 Å avoids both difficulties, but there the Born gain at the main density is only 1.16. The neglect of exchange and correlation in $\Pi$ is justified only when $r_s=1/(a\sqrt{\pi n})$ is small; it is 0.27 at $10^{-4}$ Å$^{-2}$, but 2.7 at the main density and 8.4 at $10^{-7}$ Å$^{-2}$. The temperature must also satisfy $k_BT\ll E_F$, and at the main density $E_F$ is only $4.8\times10^{-4}$ eV.
